# Nonuniform stress in a hexagonal nanowire core with equal moduli

A germanium nanowire is coated with a germanium–tin alloy. The alloy has the larger lattice parameter, so a coherent interface stretches the core. If core and shell are coaxial circular cylinders of equal elastic moduli, the core stress is uniform. But a wire grown along [111] can have six flat facets. Does the uniform stress survive when the round interface is replaced by a hexagon of equal area, with the moduli still equal?

## The model

The wire is long, and we look far from its ends. Core and shell are bonded, linearly elastic and isotropic, with the same shear modulus $\mu$, Poisson ratio $\nu$ and Young modulus $E=2\mu(1+\nu)$. Relative to the shell, a free core would have the strain $\varepsilon_0$ in every direction; $\varepsilon_0<0$ means that the core is too small. Let $\chi=1$ in the core and $0$ in the shell. With total strain $\varepsilon_{ij}$, and tension positive,

$$\sigma_{ij}=2\mu(\varepsilon_{ij}-\varepsilon_0\chi\delta_{ij})+\lambda\delta_{ij}(\varepsilon_{kk}-3\varepsilon_0\chi),\qquad \lambda=\frac{2\mu\nu}{1-2\nu}.$$

The side surface, of radius $R$, is free, and the ends carry no net force. The total axial strain is a constant $e$. The cross-sectional average of every in-plane stress vanishes, because equilibrium and the divergence theorem turn $\int\sigma_{ij}\,dA$ into a boundary integral of $x_j$ times the traction, which is zero. The average of $\sigma_{zz}$ vanishes because there is no axial force. With equal moduli, zero average stress means zero average elastic strain, so $e=f\varepsilon_0$, where $f$ is the core area fraction.

Now split the problem in two. A uniform uniaxial stress $Ee$ supplies the axial strain $e$ and no in-plane stress. All in-plane stress therefore comes from the problem with $\varepsilon_{zz}=0$.

For an unbounded shell, try $u_i=\partial_i\phi(x,y)$. Equilibrium gives
$$\partial_i\left[(2\mu+\lambda)\nabla^2\phi-(2\mu+3\lambda)\varepsilon_0\chi\right]=0.$$
The bracket is constant, and zero because the strain decays far away. Since $2\mu+\lambda=2\mu(1-\nu)/(1-2\nu)$ and $2\mu+3\lambda=2\mu(1+\nu)/(1-2\nu)$,

$$\nabla^2\phi=\Lambda\chi,\qquad \Lambda=\frac{1+\nu}{1-\nu}\,\varepsilon_0,\qquad P\equiv\mu\Lambda.$$

Using $(2\mu+3\lambda)\varepsilon_0=(2\mu+\lambda)\Lambda$, the in-plane sum is

$$S\equiv\sigma_{xx}+\sigma_{yy}=2(\mu+\lambda)\Lambda\chi-2(2\mu+\lambda)\Lambda\chi=-2P\chi .$$

This holds for every core shape. Shape can enter only through the deviator. With $z=x+iy$ and $\partial=\tfrac12(\partial_x-i\partial_y)$,

$$D\equiv\sigma_{yy}-\sigma_{xx}+2i\sigma_{xy}=-8\mu\,\partial^2\phi\equiv 2P\,g(z),\qquad g=-\frac{4\,\partial^2\phi}{\Lambda}.$$

The largest in-plane shear stress is $|D|/2=|P||g|$.

## From the interface to the stress

The solution of the Poisson equation is $\phi=(\Lambda/2\pi)\int\ln|z-\zeta|\,dA$, taken over the core, so $\partial\phi=(\Lambda/4\pi)\int dA/(z-\zeta)$. To evaluate it for $z$ in the core, apply Green's theorem, $\oint F\,d\zeta=2i\int\partial_{\bar\zeta}F\,dA$, to $F=\bar\zeta/(\zeta-z)$ outside a small disc around $z$. The disc's edge contributes $2\pi i\,\bar z$, hence

$$\partial\phi=\frac{\Lambda}{4}\left[\bar z-C(z)\right],\qquad C(z)=\frac1{2\pi i}\oint\frac{\bar\zeta\,d\zeta}{\zeta-z},\qquad g=C'(z).$$

**Round core.** On a circle of radius $a$, $\bar\zeta=a^2/\zeta$. The residues at $0$ and $z$ are $-a^2/z$ and $+a^2/z$. They cancel, so $g=0$. Outside, only the first residue is enclosed and there is no $\bar z$ term, so $\partial\phi=\Lambda a^2/4z$ and $\sigma_{rr}=-Pa^2/r^2$. A uniform in-plane stress $+Pa^2/R^2=Pf$ frees the surface. The core then has the uniform in-plane stress $-P(1-f)$.

**Hexagonal core.** Let the side be $s$ and the corners $\zeta_k=s\,e^{i\pi k/3}$. Integrating $C'$ by parts around the closed interface gives $g=(1/2\pi i)\oint d\bar\zeta/(\zeta-z)$. On edge $k$, whose direction angle is $\alpha_k=2\pi/3+k\pi/3$, $d\bar\zeta=e^{-2i\alpha_k}d\zeta$. Thus

$$g(z)=\frac1{2\pi i}\sum_k e^{-2i\alpha_k}\ln\frac{\zeta_{k+1}-z}{\zeta_k-z}.$$

Write each logarithm as $\ln(\zeta_{k+1}/\zeta_k)+\ln(1-z/\zeta_{k+1})-\ln(1-z/\zeta_k)$. The first part is $i\pi/3$ for every edge and drops out, since $\sum_k e^{-2i\alpha_k}=0$. The factor of $\ln(1-z/\zeta_k)$ is $e^{-2i\alpha_{k-1}}-e^{-2i\alpha_k}=-i\sqrt3\,e^{-2\pi ik/3}$, so

$$g(z)=-\frac{\sqrt3}{2\pi}\sum_{k=0}^{5}e^{-2\pi ik/3}\ln\left(1-\frac{z}{\zeta_k}\right).$$

Expand $-\ln(1-w)=\sum_{n\ge1} w^n/n$. The sum over corners, $\sum_k e^{-i\pi k(n+2)/3}$, is $6$ if $n+2$ is a multiple of 6 and zero otherwise:

$$g(z)=\frac{3\sqrt3}{\pi}\left[\frac{(z/s)^4}{4}+\frac{(z/s)^{10}}{10}+\frac{(z/s)^{16}}{16}+\dots\right].$$

This is not constant, so the uniform result fails. In an unbounded shell the shear vanishes at the centre and starts as $0.4135\,|P|(r/s)^4$, which is why the middle of the core still looks like a round one.

Near the corner $z=s$, at a small distance $\delta$ along the corner line, the $k=0$ term of the sum over corners is $\ln(\delta/s)=-\ln(s/\delta)$. The other five terms of the sum can be evaluated at $z=s$. The pair $k=\pm1$ gives $\pi/\sqrt3$, the pair $k=\pm2$ gives $-\tfrac12\ln3-\pi/(2\sqrt3)$, and $k=3$ gives $\ln2$. Multiplying the whole sum by the prefactor $-\sqrt3/(2\pi)$ gives

$$g\simeq\frac{\sqrt3}{2\pi}\left[\ln\frac{s}{\delta}-\frac{\pi}{2\sqrt3}-\ln\frac{2}{\sqrt3}\right]=0.2757\left[\ln\frac{s}{\delta}-1.0507\right].$$

## The free surface

The shell is finite, so the traction left at $r=R$ must be removed. For a field without misfit, in-plane equilibrium reads $\partial S=\partial_{\bar z}D$, and compatibility makes $S$ harmonic. Both hold for $S=4\,\mathrm{Re}\,\Phi$, $D=2(\bar z\Phi'+\Psi)$ with analytic $\Phi,\Psi$. The traction on a circle is $\sigma_{rr}-i\sigma_{r\theta}=\tfrac12(S-e^{2i\theta}D)$.

Outside the core, $g=(1/\pi)\int dA/(z-\zeta)^2=(1/\pi)\sum_n(n+1)M_nz^{-n-2}$, with $M_n=\int\zeta^n dA$. By symmetry only $n=0,6,12,\dots$ survive. Green's theorem and one integration by parts give

$$M_n=\frac1{2i}\oint\zeta^n\bar\zeta\,d\zeta=-\frac{1}{2i(n+1)}\oint\zeta^{n+1}d\bar\zeta=\frac{3\sqrt3\,s^{n+2}}{(n+1)(n+2)},$$

because each of the six edges contributes $-i\sqrt3\,s^{n+2}/(n+2)$ to the last integral. The traction to be cancelled is $-\sum_nT_ne^{-in\theta}$, where

$$T_n=\frac{3\sqrt3\,P}{\pi(n+2)}\left(\frac sR\right)^{n+2},\qquad T_0=Pf.$$

The correcting field is, with sums over $n=6,12,\dots$,

$$\Phi=\frac{T_0}{2}+\sum_n T_n\left(\frac zR\right)^n,\qquad \Psi=-\sum_n(n-1)T_n\left(\frac zR\right)^{n-2}.$$

At $r=R$ the terms in $e^{in\theta}$ have the factor $1-n+(n-1)=0$, and $T_0+\sum_nT_ne^{-in\theta}$ remains, as required. In the core,

$$S=-2P(1-f)+4\sum_nT_n\,\mathrm{Re}\left(\frac zR\right)^n .$$

The surface thus makes the mean stress $S/2$ vary too, but weakly unless the shell is thin. Between the centre and the point $0.8s$ on a corner line it changes by $7\times10^{-6}P$ for $R/s=2$ and by $0.030P$ for $R/s=1.1$. A finite-element energy minimization gives $0.0295P$ in the second case. A thin shell affects the shear more: at the same point it falls from $0.191|P|$ in an unbounded shell to $0.135|P|$ for $R/s=1.1$.

## Numbers

Take $s=10$ nm, $R=20$ nm, $\varepsilon_0=-0.90\,\%$, $\mu=56.2$ GPa and $\nu=0.2055$. Then

$$P=56.2\times\frac{1.2055}{0.7945}\times(-0.0090)\ \text{GPa}=-0.767\ \text{GPa},\qquad f=\frac{3\sqrt3}{2\pi}\left(\frac{10}{20}\right)^2=0.207 .$$

A round core of equal area, radius 9.09 nm, has the in-plane stress $0.7674\times0.7933=0.609$ GPa everywhere. The hexagonal core has this value at its centre. On a corner line at 8 nm, the series gives

$$g=1.654\,(0.1024+0.0107+0.0018+\dots)=0.191,$$

so the shear is $0.191\times0.767=0.146$ GPa, 24 % of the mean stress. In GPa:

| Place in hexagonal core | Radial | Hoop | Largest in-plane shear |
|---|---|---|---|
| centre | 0.609 | 0.609 | 0 |
| corner line, 5 nm | 0.629 | 0.589 | 0.020 |
| corner line, 8 nm | 0.755 | 0.462 | 0.146 |
| facet midpoint | 0.454 | 0.763 | 0.154 |
| 0.4 nm from corner | 1.072 | 0.146 | 0.463 |

The radial stress is the larger one on the corner line and the smaller one at the facet. This follows from $\sigma_{\theta\theta}-\sigma_{rr}=\mathrm{Re}(e^{2i\theta}D)$: the leading term of $g$ gives it the factor $\cos6\theta$, which is $+1$ on corner lines and $-1$ on facet lines, and $P$ is negative here.

The finite-element calculation, made with the same inputs but without these formulas, agrees in mean stress and half-deviator to $0.003|P|$ over the inner hexagon of side $0.8s$. The remaining values are in the numerical output.

## The general statement

*Let a core with isotropic misfit $\varepsilon_0\ne0$ lie inside a long wire of equal isotropic moduli, without touching the outer surface. If its cross-section is a polygon, its in-plane stress is not uniform. At a corner where the edge direction turns by $\theta$, the largest in-plane shear grows as $|P|\,(|\sin\theta|/\pi)\ln(1/\delta)$.*

*Proof.* The edge formula for $g$ holds for any polygon. Near corner $k$, its singular part is

$$\frac{e^{-2i\alpha_{k-1}}-e^{-2i\alpha_k}}{2\pi i}\ln(\zeta_k-z).$$

The numerator has modulus $2|\sin(\alpha_k-\alpha_{k-1})|=2|\sin\theta|$, which is nonzero at a true corner. The field that frees the outer surface has no source inside the wire, so it is smooth at the interface and cannot cancel the logarithm. The axial part adds no in-plane stress, even if an off-centre core bends the wire, because bending a wire of uniform moduli produces only axial stress. $\square$

For a core centred in the wire, which then stays straight, the axial stress follows from $\sigma_{zz}=E(f-\chi)\varepsilon_0+\nu S$. It is as uniform in the core as $S$ is, and equals 1.22 GPa at the centre in the example.

Two limits show what the corners do and do not decide. First, a core need not be round to be uniform. Describe an ellipse by $\zeta=c(w+m/w)$ with $|w|=1$, so that its semi-axes are $c(1\pm m)$. Then $\bar\zeta=m\zeta+c(1-m^2)/w$. The last term continues analytically outside the ellipse and decays there, so it contributes nothing to $C$ inside. Hence $C=mz$ and $g=m$: in an unbounded shell the stress is uniform, though not equal in all in-plane directions.

Second, corners need a source of in-plane stress. If the misfit is $\eta_p$ in the plane and $\eta_z$ along the axis, $(2\mu+3\lambda)\varepsilon_0$ is replaced by $2(\mu+\lambda)\eta_p+\lambda\eta_z$, and

$$\Lambda=\frac{\eta_p+\nu\eta_z}{1-\nu}.$$

For $\eta_p=-\nu\eta_z$ this vanishes. A core whose centroid lies on the wire axis then has only a uniform axial stress, whatever its shape. An off-centre core also bends the wire, which adds an axial stress that varies linearly across it.

## The real wire

The example stands for a [111] germanium core in a shell with about 6 % tin. The elastic constants and misfit are rough typical values, and the isotropic moduli are an average over crystal directions. With the core and $R$ held fixed, finite elements show that a 3 % softer shell changes the shear at 8 nm on the corner line by −1.0 %, and cubic anisotropy by about −2 % for {112} facets and about −4 % for {110} facets. For {112} facets anisotropy also adds a longitudinal shear of up to about 0.014 GPa within the inner hexagon of side $0.8s$. A hexagonal outer surface of equal total area changes the in-plane shear at 8 nm by about +3 % if its corners are aligned with those of the core, and by about −3 % if it is turned by 30°. A tensile surface stress of roughly 1 N/m adds a compression of about 0.05 GPa in the plane and 0.1 GPa along the axis. Nonlinear elasticity may change the stresses by a few per cent. Uneven tin content can matter more: one percentage point of tin changes the misfit by 17 %. The logarithm ends at atomic distances or at the rounding of a real corner, so the value at 0.4 nm indicates a size and is not a prediction. Coherence is also assumed. Rough estimates put the elastic energy gained by a misfit dislocation at about 0.6 of its cost for a loop around the core and between about 0.6 and 0.85 for a straight edge line along it, as the dislocation core radius is taken between a quarter of the Burgers vector and the whole of it. The loop estimate leaves out the relaxation at the free surface. Both ratios lie below 1, which favours a coherent interface at this size and misfit, though not by a wide margin.

## Computed values

```
C11, C12, C44 (rough): 130, 50, 67 GPa
mu = 56.2 GPa, nu = 0.2055, E = 135.5 GPa
tin fraction 0.06, full tin misfit (rough) 0.15
core misfit eps0 = -0.90 %
hexagon side 10 nm, shell radius 20 nm
area fraction f = 0.2067, equal-area core radius = 9.09 nm
misfit pressure P = -0.7674 GPa
axial strain f*eps0 = -0.1861 %, FE -0.1861 %
round core: in-plane stress = 0.6087 GPa everywhere
core axial stress (centre) = 1.2174 GPa
r^4 coefficient of g = 0.4135
corner coefficient sqrt3/(2 pi) = 0.2757
corner offset in the logarithm = 1.0507
hexagonal core: mean, radial, hoop, max in-plane shear (GPa)
  centre: 0.6087, 0.6087, 0.6087, 0.0000
  corner line 3 nm: 0.6087, 0.6113, 0.6062, 0.0026
  corner line 5 nm: 0.6087, 0.6287, 0.5888, 0.0199
  corner line 8 nm: 0.6087, 0.7550, 0.4624, 0.1463
  corner line 9 nm: 0.6087, 0.8857, 0.3317, 0.2770
  facet midpoint, core side: 0.6087, 0.4543, 0.7631, 0.1544
  0.4 nm from corner: 0.6087, 1.0717, 0.1457, 0.4630
FE error, round core: 0.00086 |P|
FE error, hexagonal core: 0.00279 |P|
mean stress, 0.8 s minus centre, R/s = 2.0: 6.62e-06 P
same, R/s = 1.1: formula 0.0300 P, FE 0.0295 P
neglected effects at corner line 8 nm: mean, shear (GPa), shear change
  model: 0.6109, 0.1469, +0.0 %
  softer shell: 0.5984, 0.1453, -1.0 %
  hexagonal outside: 0.6057, 0.1510, +2.8 %
  cubic crystal: 0.5911, 0.1439, -2.0 %
shell stiffness factor (rough) = 0.970
cubic crystal: largest longitudinal shear, r<=0.8: 0.0142 GPa
surface stress 1 N/m (rough) / R = 0.050 GPa
nonlinear elasticity, rough 5*|eps0| = 4.5 %
1 point of tin changes misfit by 16.7 %
thermal mismatch, 300 K, rough 1e-6/K per full tin: 0.20 % of misfit
misfit loop: energy gain / cost (rough) = 0.58
straight dislocation: gain / cost (rough) = 0.67
```
